# Does Debye screening leave a field to accelerate ions outside the sheath?

## Question

I am trying to understand ion acceleration towards a surface in a low-pressure argon plasma. My picture is that Debye screening confines the electric field to the sheath, a few Debye lengths thick, and that the plasma outside is field-free. Yet the Bohm criterion says that ions must enter the sheath at the speed \(c_s=\sqrt{eT_e/M}\) or faster. If they start essentially at rest and there is no field outside the sheath, what accelerates them? How large a potential drop is needed, and why is it not screened?

## Answer

The field-free picture is the part to give up. Screening limits the charge imbalance that a plasma can sustain over distances much longer than a Debye length. It does not force the field to vanish there. The region outside the sheath in which a weak field accelerates the ions is called the presheath.

I write \(T_e\) in eV, so that the same number in volts is a potential. The plasma is steady and unmagnetized, with singly charged ions of mass \(M\) and negligible temperature. The potential \(\phi\) is zero in the undisturbed plasma, of density \(n_0\), and falls monotonically towards the surface. Let

\[
\eta=-\frac{\phi}{T_e}\ge 0,\qquad m=\frac{u}{c_s},\qquad \lambda_D^2=\frac{\varepsilon_0T_e}{en_0},
\]

where \(u\) is the ion speed. The electrons are in Boltzmann equilibrium, \(n_e=n_0e^{-\eta}\).

### Why a neutral plasma can carry a field

Differentiating the Boltzmann relation gives \(\nabla n_e/n_e=-\nabla\eta\). Since \(\mathbf E=-\nabla\phi=T_e\nabla\eta\),

\[
\mathbf E=-T_e\,\frac{\nabla n_e}{n_e}.
\]

A density that changes over a length \(L\) is therefore accompanied by a field of order \(T_e/L\), which holds the electrons against their own pressure. Poisson's equation, \(\varepsilon_0\nabla^2\phi=-e(n_i-n_e)\), gives the charge that this field requires:

\[
\frac{n_i-n_e}{n_0}=\lambda_D^2\nabla^2\eta\sim\left(\frac{\lambda_D}{L}\right)^2\eta .
\]

For \(L\gg\lambda_D\) this is tiny. "Quasineutral" means that the imbalance is small compared with the density, not that the field is zero.

### What the exponential screening law assumes

Take a plane where both densities equal \(n_s\) and the ions move towards the surface with speed \(m\). Let \(\psi\) be the further drop beyond this plane, in units of \(T_e\), and let \(\lambda\) be the Debye length at density \(n_s\). Energy conservation turns \(m^2\) into \(m^2+2\psi\). Flux conservation makes the ion density inversely proportional to speed, so for small \(\psi\)

\[
\frac{n_i}{n_s}=\left(1+\frac{2\psi}{m^2}\right)^{-1/2}\simeq1-\frac{\psi}{m^2},
\qquad
\frac{n_e}{n_s}=e^{-\psi}\simeq1-\psi .
\]

Subtracting and using Poisson's equation,

\[
\lambda^2\psi''=\left(1-\frac1{m^2}\right)\psi .
\]

Immobile ions would keep \(n_i=n_s\) and give \(\lambda^2\psi''=\psi\), the familiar exponential law. Streaming ions approach that result for \(m\gg1\). For \(m<1\) the coefficient is negative: a small disturbance oscillates in space and does not grow into a sheath. Numerical integration of the nonlinear planar equation gave a growth rate of 0.553 per Debye length at \(m=1.2\) and a wavenumber of 0.750 per Debye length at \(m=0.8\), in agreement with this formula.

A sheath that joins smoothly to a nearly field-free edge thus needs \(m\ge1\), the Bohm criterion. The marginal value is allowed: at \(m=1\) the linear terms cancel, and the next order gives

\[
\frac{n_i-n_e}{n_s}\simeq\frac{3}{2}\psi^2-\frac12\psi^2=\psi^2>0 ,
\]

the positive charge that a sheath requires.

### Could slow ions enter the sheath directly?

Multiply the full planar equation by \(\psi'\) and integrate from the edge, where the field is \(T_e\psi'_0\):

\[
\frac{\lambda^2\psi'^2}{2}=\frac{\lambda^2\psi_0'^2}{2}
+m^2\left[\sqrt{1+\frac{2\psi}{m^2}}-1\right]+e^{-\psi}-1 .
\]

The left side cannot be negative. For \(m<1\) the sum of the last terms is negative at small \(\psi\), so a field must already exist at the edge. As a stand-in for thermal ions, take a beam with \(m=\sqrt{T_i/T_e}\). For \(T_i=0.05\) eV and \(T_e=3\) eV, \(m=0.129\), and the field needed to get past the minimum is \(1.14\,T_e/\lambda_D\), or 840 V/cm at a density of \(10^{11}\ \mathrm{cm^{-3}}\). A place with such a field is not the edge of a field-free plasma. Removing the presheath merely moves the difficulty.

### The drop of \(T_e/2\)

Suppose that every ion starts at rest at \(\phi=0\) and falls without collisions. Then

\[
\tfrac12Mu^2=-e\phi=eT_e\eta
\quad\Longrightarrow\quad
m^2=\frac{Mu^2}{eT_e}=2\eta .
\]

Setting \(m=1\) gives \(\eta=1/2\):

\[
\boxed{\;|\Delta\phi|=\frac{T_e}{2}\;}
\]

The density at that point is \(n_0e^{-1/2}=0.607\,n_0\). Ions that already carry a directed energy \(K\) (in eV) need only \(T_e/2-K\).

### Where this drop can be located

Energy conservation fixes the size of the drop but not its shape. For that, use flux conservation through an area \(A\). With \(n_i\simeq n_e=n_0e^{-m^2/2}\),

\[
m\,e^{-m^2/2}A=\text{constant}
\quad\Longrightarrow\quad
(1-m^2)\frac{dm}{m}=-\frac{dA}{A}.
\]

In a plane \(dA=0\), so a subsonic flow without sources or collisions cannot accelerate. A presheath needs something more: converging flow, ionization or collisions.

Converging flow onto a sphere is a case in which all ions can start from the same potential. Here \(A\propto r^2\). Let \(R\) be the radius at which the quasineutral solution reaches \(m=1\). Then

\[
m\,e^{-m^2/2}=e^{-1/2}\left(\frac Rr\right)^2 .
\]

With \(dA/A=2\,dr/r\) and \(\eta=m^2/2\), the slope is

\[
\frac{d\eta}{dr}=m\frac{dm}{dr}=-\frac{2m^2}{r(1-m^2)} .
\]

It diverges at \(m=1\), so quasineutrality fails there and the sheath takes over. Far away \(m\ll1\), hence \(m\simeq e^{-1/2}(R/r)^2\) and

\[
\eta\simeq\frac{1}{2e}\left(\frac Rr\right)^4,
\]

where this \(e\) is the base of natural logarithms. The potential decays as a power of \(r\), and the Debye length does not appear in it.

### Numbers for a metal sphere in argon

Take a floating sphere of radius 2 mm, with \(T_e=3\) eV and \(n_0=10^{11}\ \mathrm{cm^{-3}}\), so that \(\lambda_D=0.0407\) mm and \(c_s=2.69\) km/s. The required presheath drop is \(3/2=1.5\) V.

To test quasineutrality closer to the sphere, I solved the spherical Poisson equation

\[
\frac{\lambda_D^2}{r^2}\frac{d}{dr}\left(r^2\frac{d\eta}{dr}\right)
=\frac{e^{-1/2}R^2}{r^2\sqrt{2\eta}}-e^{-\eta}
\]

inwards from \(3R\) to the radius where the ion and electron fluxes balance, adjusting \(R\) until that radius was 2 mm. The starting potential and slope at \(3R\) were taken from the quasineutral solution, with a small correction to the potential for the charge that Poisson's equation requires; inside \(3R\) quasineutrality was not imposed. The result is \(R=2.36\) mm, or 57.9 Debye lengths.

Now look at \(r=1.5R=3.54\) mm, which is 29 Debye lengths outside \(R\). The drop from the undisturbed plasma is 0.118 V, both in the full solution and in the quasineutral formula. Hence \(m^2=2(0.1179/3)=0.0786\), and the field is

\[
|E|=T_e\left|\frac{d\eta}{dr}\right|
=3\ \mathrm V\times\frac{2(0.0786)}{(0.3537\ \mathrm{cm})(1-0.0786)}
=1.45\ \mathrm{V/cm},
\]

as in the full solution. If the 1.5 V at the edge were screened exponentially, the potential left at this point would be

\[
1.5\ \mathrm V\times\frac{1}{1.5}\,e^{-29}\approx3\times10^{-13}\ \mathrm V .
\]

The charge that sustains the actual field is \((n_i-n_e)/n_0=8.4\times10^{-5}\). An estimate follows from the far potential: for \(\eta\propto r^{-4}\), \(\nabla^2\eta=12\eta/r^2\), which gives \(12(0.0393)/(86.9)^2=6.2\times10^{-5}\). Applying Poisson's equation to the quasineutral potential without the far-field approximation gives \(8.4\times10^{-5}\). Fewer than one charge in ten thousand is unbalanced, yet the field is there.

The edge itself is less sharp than the idealized theory suggests. The full solution reaches \(\eta=1/2\) at 2.29 mm, 2.9% inside \(R\), where the field is already 79 V/cm. The shift is a finite-Debye-length effect: for \(R/\lambda_D=50\), 200 and 800 it is 3.3%, 1.1% and 0.36% of \(R\). The total floating drop is 14.55 V, of which 1.5 V precedes the point \(\eta=1/2\) and 13.05 V follows it.

### When ions are born along the way

In front of a large flat wafer, ionization can supply the ions throughout the presheath. Those born late fall through less than the total drop \(\eta_s\), so \(T_e/2\) becomes a lower bound.

To see this, repeat the small-\(\psi\) expansion for several ion groups. Each contributes \(1-\psi/m_j^2\) in proportion to its density, and non-negative sheath charge requires \(\langle1/m^2\rangle\le1\), averaged over density. An ion born at rest without later collisions has \(m^2\le2\eta_s\) at the edge. Therefore

\[
1\ge\left\langle\frac1{m^2}\right\rangle\ge\frac1{2\eta_s}
\quad\Longrightarrow\quad \eta_s\ge\frac12 ,
\]

with equality only if all ions started at the top of the potential.

The collisionless planar value can be found explicitly. Let \(g(\eta')\,d\eta'\) be the ion flux, in units of \(n_0c_s\), born at rest between \(\eta'\) and \(\eta'+d\eta'\). Density is flux divided by speed, so quasineutrality reads

\[
e^{-\eta}=\int_0^\eta\frac{g(\eta')\,d\eta'}{\sqrt{2(\eta-\eta')}} .
\]

Multiply by \(1/\sqrt{\zeta-\eta}\), integrate over \(\eta\) from 0 to \(\zeta\), and exchange the order of integration. The inner integral is

\[
\int_{\eta'}^{\zeta}\frac{d\eta}{\sqrt{(\zeta-\eta)(\eta-\eta')}}=\pi ,
\]

so the accumulated flux \(\Gamma(\zeta)=\int_0^\zeta g\,d\eta'\) is

\[
\Gamma(\zeta)=\frac{\sqrt2}{\pi}\int_0^\zeta\frac{e^{-\eta}}{\sqrt{\zeta-\eta}}\,d\eta
=\frac{2\sqrt2}{\pi}D(\sqrt\zeta),
\qquad D(z)=e^{-z^2}\!\int_0^z e^{t^2}dt .
\]

The last step uses \(\eta=\zeta-t^2\). Ionization can only add to the flux, so the quasineutral solution ends where \(\Gamma\) is largest. There \(D'(z)=1-2zD(z)=0\), which gives \(\eta_s=z^2=0.854\). Position never entered, so this value does not depend on how the ionization is distributed in space.

For \(T_e=3\) eV the drop is 2.56 V instead of 1.5 V. At this edge \(\langle1/m^2\rangle=1\) to numerical accuracy, and the density-averaged ion energy is \(0.675\,T_e\). The flux is \(0.487\,n_0c_s\), compared with \(0.607\,n_0c_s\) at \(R\) for the sphere.

### How far to trust this in a reactor

The density and electron temperature above are rough values for an inductively coupled argon plasma, but the assumed pressure of 1 mTorr is low for processing, and 3 eV is then too low for a small chamber. In the planar case, ionization over a half-depth \(L\) must supply the wall flux, so \(n_gk_{iz}L\ge0.487\,c_s\). With a gas density \(n_g=3.2\times10^{19}\ \mathrm{m^{-3}}\) and a rough rate constant \(k_{iz}=10^{-16}\ \mathrm{m^3/s}\), this requires \(L\ge0.41\) m. A smaller chamber at this pressure would need a higher \(T_e\), and the presheath drops in volts would rise with it. With 300 K gas and a rough ion–neutral cross section of \(10^{-18}\ \mathrm{m^2}\), the ion mean free path is 31 mm, and an ion moving radially has a 7% chance of colliding between \(2R\) and \(R\). At 10 mTorr, with everything else held fixed, the path is 3.1 mm and the chance is \(1-e^{-2.36/3.11}\approx53\%\). These figures treat the gas atoms as stationary. Near \(2R\) the ion is hardly faster than the atoms, and allowing for their thermal motion raises the chances to about 8% and 58%. Ions that approach obliquely travel farther and are more likely to collide. An ion stopped by a collision must fall through another \(T_e/2\) to reach \(c_s\), so the from-rest result no longer describes the whole presheath. For a wafer in a chamber several centimetres deep, collisions matter even at 1 mTorr, and 2.56 V is the collisionless value, not a prediction for that chamber.

Ion temperature is the other sizeable correction, and it changes the numbers near the sphere. Represent ions with \(T_i=0.05\) eV by an isotropic population of energy \(\tfrac32T_i=0.075\) eV, or \(\beta=0.025\) in units of \(T_e\). Without collisions, those with impact parameters up to some \(b\) are collected, and quasineutrality becomes

\[
e^{-\eta}=\frac12\left[\sqrt{1+\frac{\eta}{\beta}}\pm\sqrt{1+\frac{\eta}{\beta}-\frac{b^2}{r^2}}\right]
\quad\Longrightarrow\quad
\frac{b^2}{r^2}=4e^{-\eta}\left(\sqrt{1+\frac{\eta}{\beta}}-e^{-\eta}\right).
\]

The minus sign applies inside about \(1.7R\), where only ions that will be collected are present. The plus sign applies farther out, where ions that turn back also contribute. Both signs lead to the same expression for \(b^2/r^2\). That expression is largest at \(\eta=0.61\), which marks the edge \(R\) and gives \(b=3.1R\). The presheath drop is then 1.8 V instead of 1.5 V, and the drop at \(1.5R\) is about 0.26 V instead of 0.118 V. Farther out the decay of \(\eta\) approaches \(r^{-2}\) instead of \(r^{-4}\), still a power law without the Debye length. The approach is gradual: at \(3R\) the local exponent is about 2.3. Both laws assume that no ions are created on the way. For the gas considered here, ionization inside \(5R\) already supplies about a fifth of the flux, so neither should be extended beyond a few \(R\). Since angular momentum is conserved, the tangential energy at \(R\), averaged over the ion flux, is \(0.075\,b^2/(2R^2)\approx0.37\) eV. The smaller value of 0.169 eV in the output scales \(T_i\) from \(1.84R\), where the cold-ion drop equals \(T_i\); it is too low because ions with impact parameters up to \(3.1R\) are collected. The values quoted above for \(1.5R\) therefore illustrate the cold-ion model and are not predictions for ions at 0.05 eV. Two effects are smaller: ionization between \(R\) and \(2R\) adds about 1% to the flux, for a rough rate constant of \(10^{-16}\ \mathrm{m^3/s}\), and loss of fast electrons to the sphere removes less than 0.2% of the electrons at the edge. Negative ions, strongly non-Maxwellian electrons and magnetic fields lie outside this model.

The numerical output below lists most of these values.

## Computed results

```
Electron temperature: 3.0 eV; ion temperature: 0.05 eV
Plasma density: 1.0e+11 cm^-3; sphere radius: 2.0 mm
Gas: 1.0 mTorr at 300 K
Debye length: 0.0407 mm
Bohm speed: 2.692 km/s
Growth rate, mach 1.2: 0.5528 (formula 0.5528) per Debye length
Wavenumber, mach 0.8: 0.7500 (formula 0.7500) per Debye length
Mach number of thermal ions, sqrt(Ti/Te): 0.129
Edge field they would need: 1.140 Te/Debye length
  the same: 840 V/cm
Presheath drop Te/2: 1.50 V
Drop to Bohm speed from Newton's law: 0.500000 Te
Density at the edge over n0: 0.6065
Ion current density at the edge: 2.62 mA/cm^2
Quasineutral edge radius R: 2.358 mm = 57.9 Debye lengths
Radius where full solution has dropped Te/2: 2.289 mm
Field there: 0.1076 Te/Debye length = 79.3 V/cm
Relative offset of that radius from R, for R = 50, 200, 800 Debye lengths: 0.0330, 0.0110, 0.0036
Total floating drop: 4.850 Te = 14.55 V
Sheath part of it: 13.05 V
At 1.5 R, radius: 3.537 mm
At 1.5 R, distance from R: 29.0 Debye lengths
At 1.5 R, drop, full solution: 0.1179 V
At 1.5 R, drop, quasineutral formula: 0.1179 V
At 1.5 R, drop, exponential screening law: 2.7e-13 V
At 1.5 R, field, full solution: 1.447 V/cm
At 1.5 R, (ni-ne)/n0, full solution: 8.378e-05
At 1.5 R, (ni-ne)/n0, from quasineutral potential: 8.394e-05
Drop at 10 R over its power-law limit: 1.000037
Planar presheath with ionization, drop: 0.8540 Te = 2.56 V
  mean of 1/mach^2 at its edge: 1.000000
  mean ion energy at its edge: 0.6746 Te
  edge density over n0: 0.4257
  ion flux over n0*Bohm speed: 0.4871
Neglected: ion mean free path: 31.1 mm
Neglected: collision chance from 2R to R: 7.3 %
Neglected: drop equals Ti at radius: 1.84 R
Neglected: tangential ion energy at R: 0.169 eV
  as share of Te/2: 11.3 %
Neglected: ions born between R and 2R, share of flux: 1.08 %
Neglected: electrons missing at the edge: 0.16 %
```
